# Vapour Saturation of a Rising Carrier-Gas Bubble by Diffusion: verification in Python

```python
# RESULT UNDER TEST
# A sphere of radius R, initially free of vapour, has its surface held at
# saturation. With diffusion only, its volume-mean saturation is
#   S(t) = 1 - (6/pi^2) sum_n exp(-n^2 pi^2 D t/R^2)/n^2,
# so S = 0.99 at t99 ~ R^2/(pi^2 D) log(6/(0.01 pi^2)), about 0.17 s
# for R = 2 mm and D = 0.1 cm^2/s.
# D: vapour diffusivity; t: time; deficit: one minus saturation.
# Lengths are in cm and times in s unless a name says SI.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import splu

radius = 0.2
diffusivity = 0.1
target = 0.99
modes = np.arange(1, 401)


def mean_saturation(t, R=radius, D=diffusivity):
    decay = np.exp(-(modes * np.pi)**2 * D * t / R**2)
    return 1 - 6 / np.pi**2 * np.sum(decay / modes**2)


def local_saturation(r, t):
    decay = np.exp(-(modes * np.pi)**2 * diffusivity * t / radius**2)
    # np.sinc(x) is sin(pi x)/(pi x), also valid at the centre
    return 1 - 2 * np.sum((-1.0)**(modes + 1) * decay
                          * np.sinc(modes * r / radius))


def time_to_reach(level, R=radius, D=diffusivity):
    scale = R**2 / D
    return brentq(lambda t: mean_saturation(t, R, D) - level,
                  1e-4 * scale, 2 * scale, xtol=1e-14)


def finite_volume(R, D, surface_speed, n_r, n_theta, t_end, n_steps):
    """Advection-diffusion of the deficit in a sphere with a Hill vortex."""
    r = np.linspace(0, R, n_r + 1)
    theta = np.linspace(0, np.pi, n_theta + 1)
    dr, dtheta = r[1], theta[1]
    dmu = -np.diff(np.cos(theta))
    volume = np.outer(np.diff(r**3) / 3, dmu).ravel()
    stream = 0.5 * surface_speed * np.outer(r**2 * (1 - r**2 / R**2),
                                          np.sin(theta)**2)
    rows, cols, vals = [], [], []

    def add(row, col, value):
        rows.append(row)
        cols.append(col)
        vals.append(value / volume[row])

    def face(a, b, conductance, flow):
        # flux from cell a to cell b, with central advection
        from_a = conductance + flow / 2
        from_b = -conductance + flow / 2
        add(a, a, -from_a)
        add(a, b, -from_b)
        add(b, a, from_a)
        add(b, b, from_b)

    for i in range(n_r):
        for j in range(n_theta):
            cell = i * n_theta + j
            if i < n_r - 1:
                flow = stream[i + 1, j + 1] - stream[i + 1, j]
                face(cell, cell + n_theta,
                     D * r[i + 1]**2 * dmu[j] / dr, flow)
            else:
                add(cell, cell, -2 * D * R**2 * dmu[j] / dr)
            if j < n_theta - 1:
                flow = stream[i, j + 1] - stream[i + 1, j + 1]
                face(cell, cell + 1,
                     D * np.sin(theta[j + 1]) * dr / dtheta, flow)
    size = n_r * n_theta
    operator = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
    step = t_end / n_steps
    gamma = 1 - 1 / np.sqrt(2)
    solver = splu((identity(size, format="csc")
                   - gamma * step * operator).tocsc())
    deficit = np.ones(size)
    mean, centre = [1.0], [1.0]
    for _ in range(n_steps):
        k1 = solver.solve(operator @ deficit)
        k2 = solver.solve(operator @ (deficit + (1 - gamma) * step * k1))
        deficit = deficit + step * ((1 - gamma) * k1 + gamma * k2)
        mean.append(np.dot(volume, deficit) / volume.sum())
        centre.append(np.dot(volume[:n_theta], deficit[:n_theta])
                      / volume[:n_theta].sum())
    return np.linspace(0, t_end, n_steps + 1), np.array(mean), np.array(centre)


def crossing(times, mean_deficit):
    return np.interp(-np.log(1 - target), -np.log(mean_deficit), times)


# Main result and direct solution of the diffusion problem
t99 = time_to_reach(target)
one_term = radius**2 / (np.pi**2 * diffusivity) * np.log(
    6 / (np.pi**2 * (1 - target)))
times, fv_mean, fv_centre = finite_volume(
    radius, diffusivity, 0.0, 200, 1, 0.24, 600)
t99_fv = crossing(times, fv_mean)
assert abs(t99_fv / t99 - 1) < 2e-3
for sample in (0.02, 0.06, 0.12):
    assert abs(1 - np.interp(sample, times, fv_mean)
               - mean_saturation(sample)) < 2e-3
centre_at_t99 = local_saturation(0.0, t99)
assert abs(1 - np.interp(t99, times, fv_centre) - centre_at_t99) < 1e-3
assert abs((1 - centre_at_t99) / (1 - target) - np.pi**2 / 3) < 1e-3
assert 0 < t99 - one_term < 1e-5 * t99
assert round(t99_fv, 2) == 0.17

# The average of the local profile, by quadrature
for sample in (0.01, 0.05, t99):
    average = quad(lambda r: 3 * r**2 / radius**3
                   * local_saturation(r, sample), 0, radius)[0]
    assert abs(average - mean_saturation(sample)) < 1e-7

# Scaling with radius and diffusivity, using a different bubble
other_R, other_D = 0.1, 0.05
other_times, other_mean, _ = finite_volume(
    other_R, other_D, 0.0, 200, 1, 0.12, 600)
t99_other = crossing(other_times, other_mean)
predicted_other = t99 * (other_R / radius)**2 * diffusivity / other_D
assert abs(t99_other / predicted_other - 1) < 2e-3

# Circulation: rough equatorial surface speed, on two grids
circulation_speed = 20.0
circulation_times = []
for n_r, n_theta in ((40, 24), (60, 36)):
    ct, cm, _ = finite_volume(radius, diffusivity, circulation_speed,
                              n_r, n_theta, 0.20, 400)
    circulation_times.append(crossing(ct, cm))
t99_circulation = circulation_times[-1]
assert abs(circulation_times[0] / t99_circulation - 1) < 0.03
assert t99_circulation < t99


# Flattening: variational modes of an equal-volume oblate spheroid
def spheroid_time(aspect):
    a, b = aspect**(1 / 3), aspect**(-2 / 3)
    x, w = np.polynomial.legendre.leggauss(24)
    r, mu = np.meshgrid((x + 1) / 2, x, indexing="ij")
    weight = np.outer(w / 2, w) * r**2
    rho, z = r * np.sqrt(1 - mu**2), r * mu
    P, Z = rho**2, z**2
    edge = 1 - P - Z
    value, d_rho, d_z = [], [], []
    for i in range(5):
        for j in range(5 - i):
            power = P**i * Z**j
            value.append(edge * power)
            d_rho.append(2 * rho * (-power + edge * i
                                    * P**max(i - 1, 0) * Z**j))
            d_z.append(2 * z * (-power + edge * j
                                * P**i * Z**max(j - 1, 0)))
    value, d_rho, d_z = map(np.array, (value, d_rho, d_z))

    def overlap(f, g):
        return np.einsum("aij,bij,ij->ab", f, g, weight)

    rates, vectors = eigh(overlap(d_rho, d_rho) / a**2
                          + overlap(d_z, d_z) / b**2, overlap(value, value))
    integral = np.einsum("aij,ij->a", value, weight)
    amplitudes = (vectors.T @ integral)**2 / weight.sum()
    tau = brentq(lambda q: np.dot(amplitudes, np.exp(-rates * q))
                 - (1 - target), 0.05, 1.0)
    return tau * radius**2 / diffusivity


aspect_ratio = 2.0
assert abs(spheroid_time(1.0) / t99 - 1) < 1e-4
t99_flat = spheroid_time(aspect_ratio)
assert t99_flat < t99

# Rough data for a room-temperature metal-organic bubbler
temperature = 293.0             # K
total_pressure = 760.0          # Torr
vapour_pressure = 10.0          # Torr
rise_speed = 20.0               # cm/s
molar_mass = 0.100              # kg/mol
latent_heat = 35e3              # J/mol
effusivity = 500.0              # J/(m^2 K s^0.5), liquid
accommodation = 0.1
liquid_density = 1000.0         # kg/m^3
surface_tension = 0.025         # N/m
R_SI, D_SI = radius * 1e-2, diffusivity * 1e-4
vapour_conc = vapour_pressure * const.torr / (const.R * temperature)
evaporation_speed = accommodation * np.sqrt(
    const.R * temperature / (2 * np.pi * molar_mass))
surface_biot = evaporation_speed * R_SI / D_SI
cooling_number = (vapour_conc * latent_heat**2 * np.sqrt(D_SI)
                  / (const.R * temperature**2 * effusivity))
skin_cooling = vapour_conc * latent_heat * np.sqrt(D_SI) / effusivity


# Laplace solution with linear surface resistance and liquid cooling
def resisted_time(cooling, inverse_biot):
    def transform(s):
        q = radius * mp.sqrt(s / diffusivity)
        gain = 3 * (q * mp.coth(q) - 1) / q**2
        resistance = gain * (q**2 * inverse_biot + q * cooling) / 3
        return gain / (s * (1 + resistance))
    return brentq(lambda t: float(mp.invertlaplace(
        transform, t, method="talbot")) - target, 0.10, 0.40, xtol=1e-8)


t99_laplace = resisted_time(0.0, 0.0)
assert abs(t99_laplace / t99 - 1) < 1e-5
t99_cooling = resisted_time(cooling_number, 0.0)
t99_kinetic = resisted_time(0.0, 1 / surface_biot)
assert t99_cooling > t99 and t99_kinetic > t99

mole_fraction = vapour_pressure / total_pressure
growth_percent = 100 * ((1 - mole_fraction)**(-2 / 3) - 1)
eotvos = liquid_density * const.g * (2 * R_SI)**2 / surface_tension
second_ratio = np.exp(-3 * np.pi**2 * diffusivity * t99 / radius**2) / 4


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Bubble radius", radius * 10, "mm", ".1f")
show("Vapour diffusivity", diffusivity, "cm^2/s", ".2f")
show("Diffusion scale R^2/D", radius**2 / diffusivity, "s")
show("Slowest decay time R^2/(pi^2 D)",
     radius**2 / (np.pi**2 * diffusivity), "s", ".5f")
show("Logarithm in one-term formula",
     np.log(6 / (np.pi**2 * (1 - target))))
show("One-term time to 99 percent", one_term, "s", ".6f")
show("Full-series time to 99 percent", t99, "s", ".6f")
show("Main result in milliseconds", 1000 * t99, "ms", ".1f")
show("Finite-volume time to 99 percent", t99_fv, "s", ".5f")
show("Laplace time to 99 percent", t99_laplace, "s", ".6f")
show("Second-to-first deficit ratio at t99", second_ratio, "", ".2e")
show("One-term mean saturation at t=0", 1 - 6 / np.pi**2)
for level in (0.50, 0.90, 0.999):
    show(f"Time to {100 * level:g} percent", time_to_reach(level), "s")
show("Mean saturation at 0.17 s", 100 * mean_saturation(0.17), "%", ".2f")
show("Centre saturation at t99", 100 * centre_at_t99, "%", ".2f")
show("Scaling test radius", other_R * 10, "mm", ".1f")
show("Scaling test diffusivity", other_D, "cm^2/s", ".2f")
show("Scaling test computed time", t99_other, "s", ".5f")
show("Scaling test predicted time", predicted_other, "s", ".5f")
show("Rough temperature", temperature, "K", ".0f")
show("Rough total pressure", total_pressure, "Torr", ".0f")
show("Rough vapour pressure", vapour_pressure, "Torr", ".0f")
show("Rough rise speed", rise_speed, "cm/s", ".0f")
show("Liquid depth for 99 percent", rise_speed * t99, "cm", ".2f")
show("Rough circulation surface speed", circulation_speed, "cm/s", ".0f")
show("Circulation Peclet number",
     circulation_speed * radius / diffusivity, "", ".1f")
show("Coarse-grid time with circulation", circulation_times[0], "s")
show("Fine-grid time with circulation", t99_circulation, "s")
show("Rough liquid density", liquid_density, "kg/m^3", ".0f")
show("Rough surface tension", surface_tension, "N/m", ".3f")
show("Eotvos number", eotvos, "", ".2f")
show("Rough spheroid aspect ratio", aspect_ratio, "", ".1f")
show("Time for flattened bubble", t99_flat, "s")
show("Rough latent heat", latent_heat / 1000, "kJ/mol", ".0f")
show("Rough liquid effusivity", effusivity, "J/(m^2 K s^0.5)", ".0f")
show("Saturated vapour concentration", vapour_conc, "mol/m^3", ".3f")
show("Initial skin cooling estimate", skin_cooling, "K", ".3f")
show("Initial surface saturation loss", 100 * cooling_number, "%", ".2f")
show("Time with evaporative cooling", t99_cooling, "s")
show("Rough molar mass", molar_mass * 1000, "g/mol", ".0f")
show("Rough accommodation coefficient", accommodation, "", ".1f")
show("Evaporation transfer speed", evaporation_speed, "m/s", ".2f")
show("Surface Biot number", surface_biot, "", ".0f")
show("Time with surface resistance", t99_kinetic, "s", ".5f")
show("Increase of R^2 by added vapour", growth_percent, "%", ".2f")
print("ALL CHECKS PASSED")
```

Printed output:

```
Bubble radius: 2.0 mm
Vapour diffusivity: 0.10 cm^2/s
Diffusion scale R^2/D: 0.4000 s
Slowest decay time R^2/(pi^2 D): 0.04053 s
Logarithm in one-term formula: 4.1075
One-term time to 99 percent: 0.166469 s
Full-series time to 99 percent: 0.166470 s
Main result in milliseconds: 166.5 ms
Finite-volume time to 99 percent: 0.16647 s
Laplace time to 99 percent: 0.166470 s
Second-to-first deficit ratio at t99: 1.11e-06
One-term mean saturation at t=0: 0.3921
Time to 50 percent: 0.0122 s
Time to 90 percent: 0.0732 s
Time to 99.9 percent: 0.2598 s
Mean saturation at 0.17 s: 99.08 %
Centre saturation at t99: 96.71 %
Scaling test radius: 1.0 mm
Scaling test diffusivity: 0.05 cm^2/s
Scaling test computed time: 0.08324 s
Scaling test predicted time: 0.08323 s
Rough temperature: 293 K
Rough total pressure: 760 Torr
Rough vapour pressure: 10 Torr
Rough rise speed: 20 cm/s
Liquid depth for 99 percent: 3.33 cm
Rough circulation surface speed: 20 cm/s
Circulation Peclet number: 40.0
Coarse-grid time with circulation: 0.0747 s
Fine-grid time with circulation: 0.0746 s
Rough liquid density: 1000 kg/m^3
Rough surface tension: 0.025 N/m
Eotvos number: 6.28
Rough spheroid aspect ratio: 2.0
Time for flattened bubble: 0.1328 s
Rough latent heat: 35 kJ/mol
Rough liquid effusivity: 500 J/(m^2 K s^0.5)
Saturated vapour concentration: 0.547 mol/m^3
Initial skin cooling estimate: 0.121 K
Initial surface saturation loss: 0.59 %
Time with evaporative cooling: 0.1761 s
Rough molar mass: 100 g/mol
Rough accommodation coefficient: 0.1
Evaporation transfer speed: 6.23 m/s
Surface Biot number: 1245
Time with surface resistance: 0.16683 s
Increase of R^2 by added vapour: 0.89 %
ALL CHECKS PASSED
```
